**Elastic, elastic-plastic and plastic contact of a 50 nm abrasive**

The program treats a sphere of radius $R$ pressed by a force $F$ into a layer with yield stress $Y$ and hardness $H$, using the combined contact modulus $E^*$. Hertz theory holds below the yield load $F_Y$, while the plastic formula needs a small ratio $q$ of elastic recovery to crater depth. The program asserts that the point-force field is in equilibrium and that direct integration of the Hertz pressure reproduces the contact shape, the load and a positive gap at sampled points outside. It also compares the axial stress formula with summed point-force stresses, asserts that the sampled off-axis stresses stay below the axial maximum, and finds the crossing of the Hertz and plastic radii by root finding. For $F=20$ nN and $Y=1$ GPa, the output gives a Hertz contact of radius 2.85 nm, an approach of 0.325 nm and a layer depression of 0.253 nm. With unchanged elastic constants and $H=3Y$, the layer with $Y=0.3$ GPa is elastic-plastic and the one with $Y=0.04$ GPa is plastic under the chosen criterion $q<0.2$. Raising the layer modulus to 70 GPa at $Y=1$ GPa lowers the yield load to 8.2 nN, so the elastic verdict depends on stiffness.

## Check in Python

```python
"""
Result under test: a sphere pressed into a softened layer follows Hertz theory
below the yield load, and plastic indentation theory only when elastic recovery
is small compared with crater depth. Between these limits neither is reliable.

R: sphere radius; F: normal load; E_eff: combined contact modulus;
a: contact radius; delta: approach of the bodies; p0: peak contact pressure;
Y: uniaxial yield stress; H: fully plastic mean pressure (hardness).
Units are nm, nN and GPa, which are consistent because 1 nN/nm^2 = 1 GPa.
All material values are chosen model parameters.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import ellipkm1

diameter = 50.0
R = diameter / 2
F = 20.0
E_layer, E_abrasive = 20.0, 70.0
nu = 0.2
hardness_factor = 3.0
recovery_limit = 0.2


def combined_modulus(E1, E2):
    return 1 / ((1 - nu**2) / E1 + (1 - nu**2) / E2)


def hertz(load, modulus):
    radius = (3 * load * R / (4 * modulus)) ** (1 / 3)
    return radius, radius**2 / R, 3 * load / (2 * np.pi * radius**2)


def surface_displacement(r, radius, peak, modulus):
    """Direct integral of point-load displacements over a Hertz pressure."""
    def integrand(t):
        pressure = peak * np.sqrt(max(0.0, 1 - (t / radius)**2))
        complement = ((r - t) / (r + t))**2
        return 4 * pressure * t * ellipkm1(complement) / (r + t)
    if 0 < r < radius:
        total = quad(integrand, 0, r, limit=200)[0]
        total += quad(integrand, r, radius, limit=200)[0]
    else:
        total = quad(integrand, 0, radius, limit=200)[0]
    return total / (np.pi * modulus)


def point_stress(x, y, z):
    """Half-space stress below a unit normal point load at the origin."""
    r2 = x*x + y*y
    rho = np.sqrt(r2 + z*z)
    A = 1 / (rho * (rho + z))
    srr = ((1 - 2*nu) * A - 3*z*r2 / rho**5) / (2*np.pi)
    stt = -(1 - 2*nu) * (A - z / rho**3) / (2*np.pi)
    c2, s2, cs = x*x / r2, y*y / r2, x*y / r2
    shear = -3*z*z / (2*np.pi*rho**5)
    return np.array([srr*c2 + stt*s2, srr*s2 + stt*c2,
                     -3*z**3 / (2*np.pi*rho**5),
                     (srr - stt)*cs, shear*x, shear*y])


# The point-load field: equilibrium, Hooke's law, surface response and force.
x, y, z = sp.symbols("x y z", positive=True)
n = sp.Rational(1, 5)
rho = sp.sqrt(x*x + y*y + z*z)
lateral = z / rho**3 - (1 - 2*n) / (rho * (rho + z))
u = [x*lateral, y*lateral, z*z / rho**3 + 2*(1 - n) / rho]
coords = [x, y, z]
trace = sum(sp.diff(u[i], coords[i]) for i in range(3))
sigma = [[((sp.diff(u[i], coords[j]) + sp.diff(u[j], coords[i])) / 2
           + (n / (1 - 2*n) * trace if i == j else 0)) / (2*sp.pi)
          for j in range(3)] for i in range(3)]
for point in [(0.7, 0.4, 0.9), (1.3, 0.6, 0.5)]:
    values = dict(zip(coords, point))
    for i in range(3):
        residual = sum(sp.diff(sigma[i][j], coords[j]) for j in range(3))
        assert abs(float(residual.subs(values).evalf())) < 1e-10
    direct = [float(sigma[i][j].subs(values).evalf()) for i, j in
              [(0, 0), (1, 1), (2, 2), (0, 1), (0, 2), (1, 2)]]
    assert np.allclose(direct, point_stress(*point), atol=1e-10)
shear_modulus = E_layer / (2 * (1 + nu))
surface_u = float(u[2].subs({x: 0.6, y: 0.8, z: 0}).evalf())
surface_u /= 4*np.pi*shear_modulus
assert np.isclose(surface_u, (1 - nu**2) / (np.pi*E_layer))
carried = quad(lambda r: -2*np.pi*r*point_stress(r, 0.0, 1.0)[2],
               0, np.inf)[0]
assert np.isclose(carried, 1, rtol=1e-7)

# Hertz contact: computed displacement must fit the actual sphere.
E_eff = combined_modulus(E_layer, E_abrasive)
a, delta, p0 = hertz(F, E_eff)
mean_pressure = F / (np.pi*a*a)
for fraction in [0, 0.3, 0.7, 0.95]:
    r = fraction*a
    displacement = surface_displacement(r, a, p0, E_eff)
    assert np.isclose(displacement, delta - r*r/(2*R), rtol=2e-6)
    sphere_height = R - np.sqrt(R*R - r*r)
    # The parabolic approximation leaves a small spherical-profile error.
    assert abs(displacement + sphere_height - delta) < 0.003*delta
for fraction in [1.1, 1.5, 2.0]:
    r = fraction*a
    gap = surface_displacement(r, a, p0, E_eff) + r*r/(2*R) - delta
    assert gap > 0
integrated_load = quad(
    lambda r: 2*np.pi*r*p0*np.sqrt(max(0, 1-(r/a)**2)), 0, a)[0]
assert np.isclose(integrated_load, F, rtol=1e-7)
layer_depth = delta * E_eff * (1 - nu**2) / E_layer
layer_direct = surface_displacement(0, a, p0, E_layer/(1-nu**2))
assert np.isclose(layer_depth, layer_direct, rtol=1e-6)
profile_error = (R-np.sqrt(R*R-a*a)-a*a/(2*R)) / delta


# Stress below the contact, by summing point loads over the contact disk.
nodes, weights = np.polynomial.legendre.leggauss(120)
phi = (nodes + 1) * np.pi / 4
angles = (np.arange(400) + 0.5) * 2*np.pi / 400
source_x = np.sin(phi)[:, None] * np.cos(angles)
source_y = np.sin(phi)[:, None] * np.sin(angles)
source_load = (weights*np.pi/4*np.sin(phi)*np.cos(phi)**2)[:, None]
source_load = source_load * (2*np.pi/400)


def summed_von_mises(r, depth):
    s = point_stress(r-source_x, -source_y, depth)
    xx, yy, zz, xy, xz, yz = np.sum(s*source_load, axis=(1, 2))
    return np.sqrt(((xx-yy)**2 + (yy-zz)**2 + (zz-xx)**2) / 2
                   + 3*(xy*xy + xz*xz + yz*yz))


def axis_von_mises(s):
    return abs(1.5/(1+s*s) - (1+nu)*(1-s*np.arctan(1/s)))


for s in [0.2, 0.5, 1.0, 2.0]:
    assert np.isclose(summed_von_mises(0, s), axis_von_mises(s), rtol=1e-5)
peak = minimize_scalar(lambda s: -axis_von_mises(s),
                       bounds=(0.1, 1.5), method="bounded",
                       options={"xatol": 1e-10})
g, yield_depth_ratio = -peak.fun, peak.x
off_axis_peak = max(summed_von_mises(r, s)
                    for r in np.arange(0.2, 1.61, 0.2)
                    for s in np.linspace(0.05, 1.5, 20))
assert off_axis_peak < g


def yield_load(Y, modulus):
    return np.pi**3 * R**2 * (Y/g)**3 / (6*modulus**2)


def plastic(load, H):
    radius = np.sqrt(load/(np.pi*H))
    return radius, R-np.sqrt(R*R-radius*radius)


def crossover_load(H):
    return np.pi*H**3*(3*np.pi*R/(4*E_eff))**2


def regime(Y):
    if F < yield_load(Y, E_eff):
        return "Hertz"
    q = 2*np.sqrt(crossover_load(hardness_factor*Y)/F)
    return "plastic" if q < recovery_limit else "elastic-plastic"


yield_stresses = [1.0, 0.3, 0.04]
for Y in yield_stresses:
    FY = yield_load(Y, E_eff)
    pressure_at_yield = hertz(FY, E_eff)[2]
    numerical_stress = pressure_at_yield*summed_von_mises(
        0, yield_depth_ratio)
    assert np.isclose(numerical_stress, Y, rtol=1e-5)
    H = hardness_factor*Y
    Fx = crossover_load(H)
    root = brentq(lambda load: hertz(load, E_eff)[0]
                  - np.sqrt(load/(np.pi*H)), Fx*0.01, Fx*100)
    assert np.isclose(root, Fx, rtol=1e-8)

# Direct elastic recovery against the actual spherical-cap depth.
H_soft = hardness_factor*yield_stresses[-1]
a_soft, h_soft = plastic(F, H_soft)
recovery = surface_displacement(0, a_soft, 1.5*H_soft, E_eff)
q_direct = recovery/h_soft
q_formula = 2*np.sqrt(crossover_load(H_soft)/F)
# Three percent allows for replacing the spherical cap by a parabola.
assert np.isclose(q_direct, q_formula, rtol=0.03)
assert [regime(Y) for Y in yield_stresses] == [
    "Hertz", "elastic-plastic", "plastic"]
H_middle = hardness_factor*yield_stresses[1]
assert mean_pressure < H_middle and F > yield_load(yield_stresses[1], E_eff)

# Stiffness sensitivity at unchanged yield stress.
E_stiff = combined_modulus(E_abrasive, E_abrasive)
a_stiff, delta_stiff, p0_stiff = hertz(F, E_stiff)
stiff_yield_load = yield_load(yield_stresses[0], E_stiff)
assert F > stiff_yield_load

print(f"Abrasive diameter: {diameter:.1f} nm")
print(f"Abrasive radius R: {R:.1f} nm")
print(f"Normal load F: {F:.1f} nN")
print(f"Load over projected sphere area: {1000*F/(np.pi*R*R):.2f} MPa")
print(f"Layer Young modulus: {E_layer:.1f} GPa")
print(f"Abrasive Young modulus: {E_abrasive:.1f} GPa")
print(f"Poisson ratio of both bodies: {nu:.2f} (dimensionless)")
print(f"Combined modulus E*: {E_eff:.3f} GPa")
print(f"Hertz contact radius a: {a:.3f} nm")
print(f"Hertz approach delta: {delta:.3f} nm")
print(f"Layer central depression: {layer_depth:.3f} nm")
print(f"Layer share of approach: {layer_depth/delta:.3f} (dimensionless)")
print(f"Hertz a/R: {a/R:.4f} (dimensionless)")
print(f"Edge profile error / approach: {100*profile_error:.3f} percent")
print(f"Hertz mean pressure: {mean_pressure:.3f} GPa")
print(f"Hertz peak pressure p0: {p0:.3f} GPa")
print(f"Maximum von Mises stress / p0, g: {g:.4f} (dimensionless)")
print(f"Depth of maximum / a: {yield_depth_ratio:.4f} (dimensionless)")
print(f"Depth of maximum: {a*yield_depth_ratio:.3f} nm")
print(f"Maximum von Mises stress: {g*p0:.3f} GPa")
print(f"Largest off-axis scan value / p0: {off_axis_peak:.4f} (dimensionless)")
print(f"Chosen H/Y: {hardness_factor:.1f} (dimensionless)")
print(f"Chosen plastic recovery limit: {recovery_limit:.2f} (dimensionless)")
for label, Y in zip("ABC", yield_stresses):
    H = hardness_factor*Y
    ap, hp = plastic(F, H)
    Fx = crossover_load(H)
    print(f"Layer {label}: Y = {Y:.3f} GPa; H = {H:.3f} GPa")
    print(f"Layer {label}: yield load = {yield_load(Y, E_eff):.5g} nN")
    print(f"Layer {label}: radius-crossover load = {Fx:.5g} nN")
    print(f"Layer {label}: plastic-formula radius = {ap:.3f} nm")
    print(f"Layer {label}: plastic-formula depth = {hp:.3f} nm")
    print(f"Layer {label}: recovery ratio q = {2*np.sqrt(Fx/F):.3f} (dimensionless)")
    print(f"Layer {label}: verdict = {regime(Y)}")
print(f"Layer C direct recovery/cap depth: {q_direct:.3f} (dimensionless)")
print(f"Stiff comparison layer modulus: {E_abrasive:.1f} GPa")
print(f"Stiff comparison combined modulus: {E_stiff:.3f} GPa")
print(f"Stiff comparison Hertz radius: {a_stiff:.3f} nm")
print(f"Stiff comparison Hertz approach: {delta_stiff:.3f} nm")
print(f"Stiff comparison peak pressure: {p0_stiff:.3f} GPa")
print(f"Stiff comparison yield load at Y of A: {stiff_yield_load:.3f} nN")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Abrasive diameter: 50.0 nm
Abrasive radius R: 25.0 nm
Normal load F: 20.0 nN
Load over projected sphere area: 10.19 MPa
Layer Young modulus: 20.0 GPa
Abrasive Young modulus: 70.0 GPa
Poisson ratio of both bodies: 0.20 (dimensionless)
Combined modulus E*: 16.204 GPa
Hertz contact radius a: 2.850 nm
Hertz approach delta: 0.325 nm
Layer central depression: 0.253 nm
Layer share of approach: 0.778 (dimensionless)
Hertz a/R: 0.1140 (dimensionless)
Edge profile error / approach: 0.163 percent
Hertz mean pressure: 0.784 GPa
Hertz peak pressure p0: 1.176 GPa
Maximum von Mises stress / p0, g: 0.6673 (dimensionless)
Depth of maximum / a: 0.4478 (dimensionless)
Depth of maximum: 1.276 nm
Maximum von Mises stress: 0.785 GPa
Largest off-axis scan value / p0: 0.6577 (dimensionless)
Chosen H/Y: 3.0 (dimensionless)
Chosen plastic recovery limit: 0.20 (dimensionless)
Layer A: Y = 1.000 GPa; H = 3.000 GPa
Layer A: yield load = 41.399 nN
Layer A: radius-crossover load = 1121 nN
Layer A: plastic-formula radius = 1.457 nm
Layer A: plastic-formula depth = 0.042 nm
Layer A: recovery ratio q = 14.973 (dimensionless)
Layer A: verdict = Hertz
Layer B: Y = 0.300 GPa; H = 0.900 GPa
Layer B: yield load = 1.1178 nN
Layer B: radius-crossover load = 30.266 nN
Layer B: plastic-formula radius = 2.660 nm
Layer B: plastic-formula depth = 0.142 nm
Layer B: recovery ratio q = 2.460 (dimensionless)
Layer B: verdict = elastic-plastic
Layer C: Y = 0.040 GPa; H = 0.120 GPa
Layer C: yield load = 0.0026496 nN
Layer C: radius-crossover load = 0.071741 nN
Layer C: plastic-formula radius = 7.284 nm
Layer C: plastic-formula depth = 1.085 nm
Layer C: recovery ratio q = 0.120 (dimensionless)
Layer C: verdict = plastic
Layer C direct recovery/cap depth: 0.117 (dimensionless)
Stiff comparison layer modulus: 70.0 GPa
Stiff comparison combined modulus: 36.458 GPa
Stiff comparison Hertz radius: 2.175 nm
Stiff comparison Hertz approach: 0.189 nm
Stiff comparison peak pressure: 2.019 GPa
Stiff comparison yield load at Y of A: 8.178 nN
ALL CHECKS PASSED
```
